**Confinement shift and cutoff radius of a radial orbital**

A hard wall at radius $r_c$ raises the energy of a bound orbital by $\Delta E\to\kappa u_0(r_c)^2$, where $u_0$ is the normalized free radial function and $-\kappa^2/2$ is its energy in hartree. The program finds confined energies by diagonalization in a Legendre basis and compares them with this formula for two short-range wells and for hydrogen $1s$, $2p$ and $2s$. It asserts that the ratio approaches 1 in the wells, that the slope at the wall approaches $-2\kappa u_0(r_c)$, and that the hydrogen ratios agree with the first Coulomb correction within stated tolerances. It also asserts the two-sided integral bounds and the trial-function bound on $\Delta E$ in two cases. Cutoff radii found by root search agree with the logarithmic law to within 0.01 bohr in the wells for shifts of $10^{-4}$ hartree and below. The output shows that the radius added per decade of $\Delta E$ is close to $\ln 10/(2\kappa)$. At equal shift, the quotient of the two well radii rises only slowly towards 2, reaching 1.725 at $10^{-6}$ hartree. At equal relative shift, the radii of H and He$^+$ differ by a factor of 2, as scaling requires.

## Numerical verification

```python
"""Result under test: a hard wall at r_c raises the energy of a bound radial
orbital by dE -> kappa*u0(r_c)**2, hence r_c ~ ln(kappa*A**2/dE)/(2*kappa).
Symbols (Hartree atomic units): u0 = normalized free radial function r*R(r),
E0 = -kappa**2/2 its energy, u0 ~ A*r**beta*exp(-kappa*r) its tail,
dE = E(r_c) - E0 the confinement shift, ratio = dE/(kappa*u0(r_c)**2).
Confined energies come from diagonalization in a Legendre basis."""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]

# Basis (P_j - P_{j+2})/sqrt(4j+6) on [-1,1]: zero at both ends, and
# its first derivatives are orthonormal.
NB = 80
x, w = np.polynomial.legendre.leggauss(220)
P = np.polynomial.legendre.legvander(x, NB + 1)
j = np.arange(NB)
PHI = (P[:, :NB] - P[:, 2:NB + 2]) / np.sqrt(4 * j + 6)
MASS = PHI.T @ (w[:, None] * PHI)
END_SLOPE = -(2 * j + 3) / np.sqrt(4 * j + 6)


def confined(V, rc, level=0):
    """Energy and wall slope of the normalized orbital with u(rc)=0."""
    r = 0.5 * rc * (x + 1)
    M = 0.5 * rc * MASS
    H = np.eye(NB) / rc + 0.5 * rc * PHI.T @ ((w * V(r))[:, None] * PHI)
    lift = 3.0  # makes H + lift*M positive definite
    B = H + lift * M
    vals, vecs = eigh(M, 0.5 * (B + B.T))
    c = vecs[:, -1 - level]
    slope = abs(c @ END_SLOPE) * (2 / rc) / np.sqrt(c @ M @ c)
    return 1 / vals[-1 - level] - lift, slope


def radius_for_shift(V, E0, shift):
    def f(rc):
        return np.log(max(confined(V, rc)[0] - E0, 1e-16) / shift)
    return brentq(f, 1.0, 25.0, xtol=1e-9)


def make_well(lam):
    kappa = lam - 1
    def V(r):
        return -0.5 * lam * (lam + 1) / np.cosh(r)**2
    def raw(r):
        return np.tanh(r) * np.cosh(r)**(1 - lam)
    norm = quad(lambda r: raw(r)**2, 0, 60, epsabs=1e-13, limit=200)[0]
    def u0(r):
        return raw(r) / np.sqrt(norm)
    return V, u0, kappa, 2**kappa / np.sqrt(norm)


def V_H(r):
    return -1 / r


def u_1s(r):
    return 2 * r * np.exp(-r)


# Solver check: hydrogen 2s has its node at r=2, so E(r_c=2) = -1/8.
E_node = confined(V_H, 2.0)[0]
assert abs(E_node + 0.125) < 1e-11
print(f"hydrogen confined at 2 bohr: E = {E_node:.8f} hartree")

# Short-range wells: limit of the ratio and the doubled slope at the wall.
wells = {lam: make_well(lam) for lam in (1.5, 2.0)}
for lam, radii in ((1.5, (6.0, 10.0, 14.0)), (2.0, (4.0, 6.0, 8.0))):
    V, u0, kappa, A = wells[lam]
    E0 = -kappa**2 / 2
    print(f"well lambda={lam}: kappa={kappa:.2f} 1/bohr, "
          f"E0={E0:.4f} hartree, A={A:.5f} bohr^-1/2")
    errors = []
    for rc in radii:
        E, slope = confined(V, rc)
        dE = E - E0
        ratio = dE / (kappa * u0(rc)**2)
        doubling = slope / (kappa * u0(rc))
        errors.append(abs(ratio - 1))
        print(f"  r_c={rc:.0f} bohr: dE={dE:.5e} hartree, "
              f"ratio={ratio:.5f}, slope/(kappa*u0)={doubling:.4f}")
        if rc > radii[0]:
            assert errors[-1] < 4 * dE * rc / kappa
            assert abs(doubling - 2) < 0.02
    assert errors[0] > errors[1] > errors[2]

# Hydrogen 1s: Coulomb tail with beta=kappa=1, ratio = 1 - 1/r_c - ...
scaled = []
for rc in (6.0, 8.0, 12.0):
    dE = confined(V_H, rc)[0] + 0.5
    ratio = dE / u_1s(rc)**2
    scaled.append(rc * (1 - ratio))
    print(f"H 1s r_c={rc:.0f} bohr: dE={dE:.5e} hartree, "
          f"ratio={ratio:.4f}, r_c*(1-ratio)={scaled[-1]:.4f} bohr")
assert abs(scaled[2] - 1) < abs(scaled[1] - 1) and abs(scaled[2] - 1) < 0.08

# Other tails with kappa=1/2, beta=2: 2p (no node) and 2s (one node).
rc = 24.0
for name, V, u, level in (
        ("2p", lambda r: -1 / r + 1 / r**2,
         lambda r: r**2 * np.exp(-r / 2) / np.sqrt(24), 0),
        ("2s", V_H,
         lambda r: r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2), 1)):
    ratio = (confined(V, rc, level)[0] + 0.125) / (0.5 * u(rc)**2)
    print(f"H {name} r_c={rc:.0f} bohr: ratio={ratio:.4f}, "
          f"first-order estimate={1 - 4 / rc:.4f}")
    assert abs(ratio - (1 - 4 / rc)) < (4 / rc)**2  # next order in 4/r_c


# Two-sided integral bounds and the trial-function bound.
def nested_integrals(u0, rc):
    """N=int u0^2, I=int N/u0^2, K=int u0^2 I, J=int K/u0^2, from 0 to rc."""
    def rhs(r, y):
        d = u0(r)**2
        return [d, y[0] / d, d * y[1], y[2] / d]
    a = 1e-3  # start from the small-r series for u0 proportional to r
    d = u0(a)**2
    start = [d * a / 3, a**2 / 6, d * a**3 / 30, a**4 / 120]
    sol = solve_ivp(rhs, (a, rc), start, method="DOP853",
                    rtol=1e-10, atol=1e-18)
    assert sol.success
    return sol.y[:, -1]


for name, V, u0, E0, rc in (
        ("H 1s", V_H, u_1s, -0.5, 6.0),
        ("well 1.5", wells[1.5][0], wells[1.5][1], -0.125, 8.0)):
    dE = confined(V, rc)[0] - E0
    N, I, K, J = nested_integrals(u0, rc)
    upper_side = 2 * dE * I
    lower_side = upper_side - 4 * dE**2 * J
    inside = quad(lambda r: u0(r)**2, 0, rc - 1)[0]
    edge = quad(lambda r: u0(r)**2, rc - 1, rc)[0]
    trial = 0.5 * edge / inside
    print(f"{name} r_c={rc:.0f} bohr: 2*dE*I-4*dE^2*J={lower_side:.6f}"
          f" <= 1 <= 2*dE*I={upper_side:.6f}")
    print(f"  dE={dE:.5e}, 1/(2I)={1 / (2 * I):.5e}, "
          f"trial bound={trial:.5e} hartree")
    assert lower_side < 1 < upper_side
    assert dE < trial

# Cutoff radii for chosen shifts, against the logarithmic law.
def log_radius(lam, shift):
    kappa, A = wells[lam][2:]
    return np.log(kappa * A**2 / shift) / (2 * kappa)


shifts = (1e-2, 1e-3, 1e-4, 1e-5, 1e-6)
found = {1.5: [], 2.0: []}
print("cutoff radii in bohr: diagonalization (logarithmic law)")
for shift in shifts:
    parts = []
    for lam in found:
        V, u0, kappa, A = wells[lam]
        rc = radius_for_shift(V, -kappa**2 / 2, shift)
        found[lam].append(rc)
        law = log_radius(lam, shift)
        parts.append(f"kappa={kappa:.1f}: {rc:.3f} ({law:.3f})")
        if shift < 2e-4:
            assert abs(rc - law) < 0.01
    quotient = found[1.5][-1] / found[2.0][-1]
    print(f"  dE={shift:.0e} hartree = {shift * HARTREE_MEV:.4g} meV: "
          + ", ".join(parts) + f", quotient={quotient:.3f}")
quotients = np.array(found[1.5]) / np.array(found[2.0])
assert np.all(np.diff(quotients) > 0) and quotients[-1] < 2

steps = {}
for lam in found:
    kappa = wells[lam][2]
    steps[lam] = (found[lam][-1] - found[lam][-3]) / 2
    expected = np.log(10) / (2 * kappa)
    print(f"radius per decade, kappa={kappa:.1f}: {steps[lam]:.4f} bohr, "
          f"ln(10)/(2*kappa)={expected:.4f} bohr")
    assert abs(steps[lam] / expected - 1) < 5e-3
print(f"quotient of radii per decade: {steps[1.5] / steps[2.0]:.4f}")
for shift in (1e-12, 1e-24, 1e-48):
    q = log_radius(1.5, shift) / log_radius(2.0, shift)
    print(f"quotient from the law at dE={shift:.0e} hartree: {q:.3f}")

# Hydrogen radii: solve u0(r_c)^2 = dE on the outer branch.
for shift in (1e-3, 1e-4, 1e-6):
    rc = radius_for_shift(V_H, -0.5, shift)
    est = brentq(lambda r: np.log(u_1s(r)**2 / shift), 1.5, 25)
    print(f"H 1s dE={shift:.0e} hartree: r_c={rc:.3f} bohr, "
          f"estimate={est:.3f} bohr")
    if shift < 2e-4:
        assert 0 < est - rc < 1 / rc

# Scaled potentials at one relative shift: r_c*sqrt(|E0|) is constant.
relative = 1e-3
r_H = radius_for_shift(V_H, -0.5, relative * 0.5)
r_He = radius_for_shift(lambda r: -2 / r, -2.0, relative * 2.0)
print(f"dE/|E0|={relative:.0e}: r_c(H)={r_H:.4f} bohr, "
      f"r_c(He+)={r_He:.4f} bohr, quotient={r_H / r_He:.6f}")
assert abs(r_H / r_He - 2) < 1e-6

print("PASS")
```

It prints:

```
hydrogen confined at 2 bohr: E = -0.12500000 hartree
well lambda=1.5: kappa=0.50 1/bohr, E0=-0.1250 hartree, A=1.59577 bohr^-1/2
  r_c=6 bohr: dE=3.32373e-03 hartree, ratio=1.05316, slope/(kappa*u0)=2.0940
  r_c=10 bohr: dE=5.79104e-05 hartree, ratio=1.00182, slope/(kappa*u0)=2.0034
  r_c=14 bohr: dE=1.05879e-06 hartree, ratio=1.00005, slope/(kappa*u0)=2.0001
well lambda=2.0: kappa=1.00 1/bohr, E0=-0.5000 hartree, A=3.46410 bohr^-1/2
  r_c=4 bohr: dE=4.06436e-03 hartree, ratio=1.01167, slope/(kappa*u0)=2.0194
  r_c=6 bohr: dE=7.37541e-05 hartree, ratio=1.00036, slope/(kappa*u0)=2.0006
  r_c=8 bohr: dE=1.35043e-06 hartree, ratio=1.00001, slope/(kappa*u0)=2.0000
H 1s r_c=6 bohr: dE=7.22714e-04 hartree, ratio=0.8168, r_c*(1-ratio)=1.0990 bohr
H 1s r_c=8 bohr: dE=2.48996e-05 hartree, ratio=0.8643, r_c*(1-ratio)=1.0856 bohr
H 1s r_c=12 bohr: dE=1.98405e-08 hartree, ratio=0.9124, r_c*(1-ratio)=1.0509 bohr
H 2p r_c=24 bohr: ratio=0.8237, first-order estimate=0.8333
H 2s r_c=24 bohr: ratio=0.8150, first-order estimate=0.8333
H 1s r_c=6 bohr: 2*dE*I-4*dE^2*J=0.999995 <= 1 <= 2*dE*I=1.003600
  dE=7.22714e-04, 1/(2I)=7.20121e-04, trial bound=1.12669e-03 hartree
well 1.5 r_c=8 bohr: 2*dE*I-4*dE^2*J=0.999994 <= 1 <= 2*dE*I=1.003875
  dE=4.31473e-04, 1/(2I)=4.29807e-04, trial bound=7.35627e-04 hartree
cutoff radii in bohr: diagonalization (logarithmic law)
  dE=1e-02 hartree = 272.1 meV: kappa=0.5: 4.963 (4.847), kappa=1.0: 3.555 (3.545), quotient=1.396
  dE=1e-03 hartree = 27.21 meV: kappa=0.5: 7.169 (7.149), kappa=1.0: 4.698 (4.696), quotient=1.526
  dE=1e-04 hartree = 2.721 meV: kappa=0.5: 9.455 (9.452), kappa=1.0: 5.848 (5.848), quotient=1.617
  dE=1e-05 hartree = 0.2721 meV: kappa=0.5: 11.755 (11.754), kappa=1.0: 6.999 (6.999), quotient=1.680
  dE=1e-06 hartree = 0.02721 meV: kappa=0.5: 14.057 (14.057), kappa=1.0: 8.150 (8.150), quotient=1.725
radius per decade, kappa=0.5: 2.3011 bohr, ln(10)/(2*kappa)=2.3026 bohr
radius per decade, kappa=1.0: 1.1512 bohr, ln(10)/(2*kappa)=1.1513 bohr
quotient of radii per decade: 1.9989
quotient from the law at dE=1e-12 hartree: 1.851
quotient from the law at dE=1e-24 hartree: 1.922
quotient from the law at dE=1e-48 hartree: 1.960
H 1s dE=1e-03 hartree: r_c=5.800 bohr, estimate=5.926 bohr
H 1s dE=1e-04 hartree: r_c=7.188 bohr, estimate=7.284 bohr
H 1s dE=1e-06 hartree: r_c=9.829 bohr, estimate=9.893 bohr
dE/|E0|=1e-03: r_c(H)=6.2248 bohr, r_c(He+)=3.1124 bohr, quotient=2.000000
PASS
```
